# Linewidth of an optical phonon decaying into two equal acoustic phonons

## The decision in a calculation

The width of an optical phonon line at zero temperature can be computed from the cubic force constants by a costly sum over the Brillouin zone. If the width is needed at ten temperatures, must the sum be repeated ten times?

If the decay goes into two acoustic phonons of equal frequency, it need not be. One number, the Bose occupation at half the optical frequency, carries the whole temperature dependence:

$$
\Gamma(T)=\Gamma(0)\,[1+2n(\Omega/2)],\qquad
n(\omega)=\frac{1}{e^{\hbar\omega/k_BT}-1}.
$$

Here $\Omega$ is the angular frequency of the optical phonon and $\Gamma$ is the full width at half maximum of its line, also as an angular frequency. The same formula turns a width measured at room temperature into a zero-temperature width. Both uses depend on conditions that the derivation brings out.

## The model and its coupling

Take a zone-centre optical mode with lowering operator $a$, and one acoustic branch with operators $b_{\mathbf q}$ and frequencies $\omega_{\mathbf q}$. Without zero-point energies, the harmonic part is

$$
H_0=\hbar\Omega\,a^\dagger a+\sum_{\mathbf q}\hbar\omega_{\mathbf q}b_{\mathbf q}^\dagger b_{\mathbf q}.
$$

An optical phonon of zero wavevector can create two phonons only if their wavevectors add to zero, up to a reciprocal lattice vector. They are therefore $\mathbf q$ and $-\mathbf q$. Time reversal gives $\omega_{\mathbf q}=\omega_{-\mathbf q}$ within a branch, so energy conservation gives each phonon $\Omega/2$. If the two phonons belong to different, nondegenerate branches, their frequencies generally differ; that case is treated below.

Let $X$ and $Q_{\mathbf q}$ be the mass-weighted optical and acoustic coordinates of a crystal of $N$ cells. The relevant cubic energy is

$$
H_3=\frac{1}{2\sqrt N}\sum_{\mathbf q}\Phi_{\mathbf q}\,X Q_{\mathbf q}Q_{-\mathbf q}.
$$

With $X=\sqrt{\hbar/2\Omega}\,(a+a^\dagger)$ and $Q_{\mathbf q}=\sqrt{\hbar/2\omega_{\mathbf q}}\,(b_{\mathbf q}+b_{-\mathbf q}^\dagger)$ this becomes

$$
H_3=\tfrac12\sum_{\mathbf q}V_{\mathbf q}(a+a^\dagger)(b_{\mathbf q}+b_{-\mathbf q}^\dagger)(b_{-\mathbf q}+b_{\mathbf q}^\dagger),
\qquad
V_{\mathbf q}=\frac{\Phi_{\mathbf q}}{\sqrt N}\frac{(\hbar/2)^{3/2}}{\sqrt\Omega\,\omega_{\mathbf q}}.
$$

We take $V_{\mathbf q}$ real, equal to $V_{-\mathbf q}$ and independent of temperature.

The product of the two acoustic brackets is

$$
b_{\mathbf q}b_{-\mathbf q}+b_{\mathbf q}b_{\mathbf q}^\dagger+b_{-\mathbf q}^\dagger b_{-\mathbf q}+b_{-\mathbf q}^\dagger b_{\mathbf q}^\dagger .
$$

The first term destroys a pair and the last creates one. The middle terms leave the acoustic occupations unchanged. Multiplied by $a+a^\dagger$, they change the optical energy with nothing to balance it, so they shift the mean optical displacement but open no decay at this order.

Each pair $p=\{\mathbf q,-\mathbf q\}$ occurs twice in the sum, which cancels the factor $\tfrac12$. Writing $B_p=b_{\mathbf q}b_{-\mathbf q}$ and keeping the terms that can conserve energy, we have

$$
H_r=\sum_p V_p\,(aB_p^\dagger+a^\dagger B_p).
$$

The few wavevectors equivalent to their own negatives have negligible weight in a large crystal.

## Loss minus gain

Let the optical mode hold $N_o$ phonons and the two acoustic modes of a pair $m_1$ and $m_2$. The operator $a$ gives $\sqrt{N_o}$, and the two raising operators give $\sqrt{m_1+1}$ and $\sqrt{m_2+1}$. Fermi's golden rule for the decay gives

$$
R_{\rm loss}=\frac{2\pi}{\hbar}V_p^2\,N_o(m_1+1)(m_2+1)\,\delta(\hbar\Omega-2\hbar\omega_p).
$$

The reverse process, in which two acoustic phonons merge, has the rate

$$
R_{\rm gain}=\frac{2\pi}{\hbar}V_p^2\,(N_o+1)m_1m_2\,\delta(\hbar\Omega-2\hbar\omega_p).
$$

Now let the acoustic modes be in equilibrium at temperature $T$. They are independent, so the averages of products factorize: $\langle(m_1+1)(m_2+1)\rangle=(n_p+1)^2$ and $\langle m_1m_2\rangle=n_p^2$, with $n_p=n(\omega_p)$. From here on $N_o$ denotes the mean optical occupation. The bracket in the net loss is

$$
N_o(n_p+1)^2-(N_o+1)n_p^2
=N_o(1+2n_p)-n_p^2 .
$$

The terms $N_on_p^2$ have cancelled. This cancellation is why the width contains $1+2n$ and not $(1+n)^2$: heat stimulates the decay, but it also feeds the reverse process.

The delta function vanishes unless $\omega_p=\Omega/2$. Any smooth function of $\omega_p$ beside it may therefore be evaluated at that frequency, whatever the shape of the branch and however $V_p$ varies with wavevector. With $n_h=n(\Omega/2)$,

$$
\frac{dN_o}{dt}=-\Gamma(0)\,[N_o(1+2n_h)-n_h^2]
=-\Gamma(T)\left[N_o-\frac{n_h^2}{1+2n_h}\right].
$$

Here $\Gamma(T)=\Gamma(0)(1+2n_h)$. Since a sum over pairs is half a sum over $\mathbf q$,

$$
\Gamma(0)=\frac{2\pi}{\hbar}\,\frac12\sum_{\mathbf q}V_{\mathbf q}^2\,\delta(\hbar\Omega-2\hbar\omega_{\mathbf q})
=\frac{\pi}{2\hbar^2}\sum_{\mathbf q}V_{\mathbf q}^2\,\delta(\omega_{\mathbf q}-\Omega/2).
$$

The last step uses $\delta(2\hbar x)=\delta(x)/(2\hbar)$. The sum contains a number of terms proportional to $N$, while $V_{\mathbf q}^2\propto1/N$, so the width does not depend on the size of the crystal.

The stationary value must be the thermal occupation of the optical mode. Put $y=e^{\hbar\Omega/2k_BT}$. Then $n_h=1/(y-1)$ and $1+2n_h=(y+1)/(y-1)$, so

$$
\frac{n_h^2}{1+2n_h}=\frac{1}{(y-1)(y+1)}=\frac{1}{y^2-1}=n(\Omega).
$$

The optical population thus relaxes at the rate $\Gamma(T)$ to its equilibrium value. The same substitution gives a compact form:

$$
\frac{\Gamma(T)}{\Gamma(0)}=\frac{y+1}{y-1}=\coth\frac{\hbar\Omega}{4k_BT}.
$$

## From the relaxation rate to the width of the line

A population rate is not yet a spectral width. For that we follow the mean amplitude $\langle a\rangle$ after a weak excitation. Under $H_0+H_r$ the Heisenberg equations are

$$
i\hbar\dot a=\hbar\Omega a+\sum_pV_pB_p,\qquad
i\hbar\dot B_p=2\hbar\omega_pB_p+V_p\,a\,[B_p,B_p^\dagger].
$$

The commutator follows from the occupation operators $\hat m_1,\hat m_2$ of the pair:

$$
[B_p,B_p^\dagger]=(\hat m_1+1)(\hat m_2+1)-\hat m_1\hat m_2=1+\hat m_1+\hat m_2 .
$$

Its thermal mean is $1+2n_p$. Using the mean here is correct to leading order, because this term already carries one factor $V_p$ and receives a second when inserted in the equation for $a$.

Remove the fast rotation by setting $\langle a\rangle=\alpha e^{-i\Omega t}$ and $\langle B_p\rangle=\beta_pe^{-i\Omega t}$:

$$
\dot\alpha=-\frac{i}{\hbar}\sum_pV_p\beta_p,\qquad
\dot\beta_p=-i(2\omega_p-\Omega)\beta_p-\frac{i}{\hbar}V_p(1+2n_p)\alpha .
$$

A thermal pair starts with $\beta_p(0)=0$. Solving the second equation and inserting the result in the first gives

$$
\dot\alpha(t)=-\frac1{\hbar^2}\sum_pV_p^2(1+2n_p)\int_0^t e^{-i(2\omega_p-\Omega)s}\,\alpha(t-s)\,ds .
$$

The sum over many pairs makes the memory short, provided that the density of pairs and their couplings vary little over a frequency range $\Gamma$. Then $\alpha(t-s)$ may be replaced by $\alpha(t)$ and the upper limit by infinity. With

$$
\int_0^\infty e^{-ixs}\,ds=\pi\delta(x)-i\,\mathcal P\frac1x,
$$

the principal-value part shifts the line and is absorbed into the observed $\Omega$. The delta part gives $\dot\alpha=-\gamma\alpha$ with

$$
\gamma=\frac{\pi}{\hbar^2}\sum_pV_p^2(1+2n_p)\,\delta(2\omega_p-\Omega)=\frac{\Gamma(T)}2 .
$$

The spectrum is the real part of the one-sided Fourier transform of the amplitude:

$$
S(\omega)\propto{\rm Re}\int_0^\infty e^{i(\omega-\Omega)t-\Gamma t/2}\,dt
=\frac{\Gamma/2}{(\omega-\Omega)^2+(\Gamma/2)^2}.
$$

It falls to half its maximum at $\omega-\Omega=\pm\Gamma/2$, so the full width is $\Gamma$. The equality of full width and population rate holds in this model, which has no pure dephasing. A static spread of local frequencies across the sample, or the finite resolution of the instrument, would broaden a measured line without shortening the phonon's life.

## A worked case with silicon-like numbers

Take a wavenumber of 520 cm$^{-1}$ and a zero-temperature width of 1.2 cm$^{-1}$, rough values typical of the Raman phonon of silicon. Each acoustic phonon has 260 cm$^{-1}$, which corresponds to a temperature $\hbar\Omega/2k_B=374.1$ K. At 300 K,

$$
n_h=\frac1{e^{374.1/300}-1}=0.403,\qquad
\Gamma=1.2\times(1+2\times0.403)=2.17\ {\rm cm^{-1}}.
$$

Creation alone would give the factor $(1.403)^2=1.97$. Merging takes away $(0.403)^2=0.16$ and leaves 1.81.

A width $w$ in wavenumbers corresponds to the lifetime $1/(2\pi cw)$, where $c$ is the speed of light. This is 4.42 ps at zero temperature and 2.45 ps at 300 K.

| $T$ (K) | $1+2n_h$ | width (cm$^{-1}$) | lifetime (ps) |
|---:|---:|---:|---:|
| 100 | 1.049 | 1.26 | 4.22 |
| 200 | 1.364 | 1.64 | 3.24 |
| 300 | 1.807 | 2.17 | 2.45 |
| 600 | 3.311 | 3.97 | 1.34 |
| 900 | 4.881 | 5.86 | 0.91 |

Read backwards, a width of 2.17 cm$^{-1}$ at 300 K gives $2.17/1.807=1.20$ cm$^{-1}$ at zero temperature. Using the occupation at the full optical frequency, $n(\Omega)=0.090$, would give $2.17/1.18=1.84$ cm$^{-1}$ instead. The choice of frequency in the Bose function therefore matters greatly.

## Cold and hot limits

When $k_BT\ll\hbar\Omega/2$, $n_h\approx e^{-\hbar\Omega/2k_BT}$ and

$$
\frac{\Gamma(T)}{\Gamma(0)}-1\approx2e^{-\hbar\Omega/2k_BT}.
$$

The width levels off because decay into empty modes remains possible. In the example the excess is only 0.0011 at 50 K and 0.049 at 100 K. Cooling from 100 K to lower temperatures therefore narrows the line by less than 5% of its final width.

When the crystal is hot, set $x=\hbar\Omega/4k_BT$ and use $\coth x=1/x+x/3+\dots$:

$$
\frac{\Gamma(T)}{\Gamma(0)}\approx\frac{4k_BT}{\hbar\Omega}\left(1+\frac{x^2}{3}\right).
$$

The leading term is proportional to $T$ and has no constant part. A straight line fitted to hot data therefore does not have $\Gamma(0)$ as its intercept. Within this model the limiting slope at high temperature, multiplied by $\hbar\Omega/4k_B$, gives $\Gamma(0)$. In the silicon-like example above, a line fitted between 600 and 900 K gives a value about 2% too low.

The leading term alone gives the factor 4.812 at 900 K, about 1.4% below the full value. At 300 K it gives 1.604, about 11% too low. At 100 K it gives 0.535, which is impossible for this channel because the factor cannot fall below one.

## The dynamics with a finite set of pairs

The derivation replaced a dense set of pairs by a continuum and a slow amplitude by a constant. A sense of the error can be had by solving the amplitude equations of a model without these two steps. The substitution $\beta_p=\sqrt{1+2n_p}\,\tilde\beta_p$ turns them into a symmetric matrix problem with couplings $V_p\sqrt{1+2n_p}$.

For the example, let the acoustic branch be $\omega=400\sin\theta$ in cm$^{-1}$, with $\theta$ proportional to $|\mathbf q|$. Take 1200 pair levels, equally spaced in $\theta$, with acoustic wavenumbers from 200 to 320 cm$^{-1}$. As a model choice, let $\Phi_{\mathbf q}\propto\omega_{\mathbf q}^2$, so that $V_{\mathbf q}^2\propto\Phi_{\mathbf q}^2/\omega_{\mathbf q}^2\propto\omega_{\mathbf q}^2$. The number of modes in a shell is proportional to $\theta^2$, so the squared coupling of a level, which includes this number, is proportional to $\theta^2\omega^2$. Its scale is set by the golden-rule width of 1.2 cm$^{-1}$ at zero temperature. Each level keeps its own thermal factor $1+2n(\omega)$.

Diagonalizing this matrix gives the amplitude as a function of time. The decay of its square gives the population rate, and its Fourier transform gives the full width:

| $T$ (K) | formula (cm$^{-1}$) | decay rate (cm$^{-1}$) | full width (cm$^{-1}$) |
|---:|---:|---:|---:|
| 0 | 1.200 | 1.195 | 1.195 |
| 300 | 2.168 | 2.160 | 2.160 |
| 600 | 3.973 | 3.949 | 3.951 |

The two numerical widths agree closely with each other and lie 0.4 to 0.6% below the formula. This deficit includes the shift of the line. The matrix keeps the uncoupled level at 520 cm$^{-1}$, and the coupling pulls the line down by 0.5, 0.8 and 1.3 cm$^{-1}$ at the three temperatures, to where the model coupling is weaker. If the uncoupled level is adjusted so that the shifted line lies at 520 cm$^{-1}$, as the derivation assumes, the decay rate lies 0.1 to 0.5% above the formula. Size and sign also depend on the range of acoustic wavenumbers kept. With the line so adjusted, the deviation is $+0.5$ to $+1.9$% for 230 to 290 cm$^{-1}$ and $-0.5$ to $-1.1$% for 100 to 390 cm$^{-1}$; without the adjustment the wider range gives $-2.2$ to $-4.4$%. Although the thermal factor varies across the levels, its value at $\Omega/2$ governs the result. The calculation uses the mean commutator, so it does not measure the error of that step.

That step can be examined with a single pair and the full operators. Let the optical mode meet a thermal pair at resonance for a short time $t$, with $\theta_c=Vt/\hbar$. Expanding the evolution to second order gives

$$
\langle a\rangle\to\langle a\rangle\left[1-\tfrac12\theta_c^2(1+2n_h)\right],
$$

because the double commutator of $a$ with $aB^\dagger+a^\dagger B$ is $a[B,B^\dagger]$. A matrix calculation at 300 K with $\theta_c=0.01$ kept four optical levels and sixteen levels in each acoustic mode. It started from an equal superposition of zero and one optical phonon. Twice the relative amplitude loss, divided by $\theta_c^2$, was 1.8065. The population loss, divided by $\theta_c^2$ and by the initial excess over $n(\Omega)$, was 1.8064. The formula gives 1.8066.

## Unequal pairs

For phonons of frequencies $\omega_1+\omega_2=\Omega$, the same subtraction gives

$$
(n_1+1)(n_2+1)-n_1n_2=1+n_1+n_2 .
$$

With $u=\hbar\omega/k_BT$, the second derivative of the Bose function is

$$
\frac{d^2}{du^2}\frac1{e^u-1}=\frac{e^u(e^u+1)}{(e^u-1)^3}>0 .
$$

The function is convex, so $n_1+n_2\ge2n(\Omega/2)$. The equal split has the weakest temperature dependence of all two-phonon decays with the same $\Omega$: the softer phonon gains more occupation than the harder one loses.

For a trial split of 170 and 350 cm$^{-1}$, with $\Gamma(0)$ held fixed, the width is 12% larger at 300 K and 13% larger at 900 K. If such a pair were responsible for a width measured at 300 K, the equal-pair formula would overestimate $\Gamma(0)$ by 12%.

## Three-phonon decay and other limits of the law

Quartic anharmonicity allows decay into three phonons. If each has $\Omega/3$, creation minus merging gives, with $n_t=n(\Omega/3)$,

$$
(n_t+1)^3-n_t^3=1+3n_t+3n_t^2 .
$$

At high temperature this grows as $T^2$, so its share relative to the two-phonon width grows as $T$. Suppose, as a trial value, that this channel has 5% of the two-phonon width at zero temperature. It then adds 14% of the two-phonon width at 300 K and 41% at 900 K. A channel that is minor in the cold can thus spoil a one-channel fit in the hot range. Quartic anharmonicity also lets the optical phonon merge with a thermal phonon and leave two others. This scattering vanishes at zero temperature and is not counted in these figures. Upward curvature of the width at high temperature, beyond the slight curvature of the two-phonon formula itself, would be a reason to consider quartic processes.

A shift of the optical frequency matters as well. If the optical mode softens by roughly 0.02 cm$^{-1}$ per kelvin above 300 K, the thermal factor alone rises by 2.3% at 900 K. The softening also moves the resonance to other pairs and so changes the prefactor $\Gamma(0)$. That change depends on the acoustic branch and the couplings, and it can be larger than 2.3%. The ratio $\Gamma/\Omega$ is 0.42% at 300 K and 1.1% at 900 K, so the line remains narrow. Narrowness alone is not sufficient, however: near an edge of the pair spectrum the coupling may change within the linewidth, and a single decay rate then fails.

## Use for real silicon

The frequency and cold width above are typical of silicon, but the single equal-frequency channel is an idealization. Unequal pairs also take part in the decay and may carry most of it; the trial split shows a change of about 12% at room temperature. The tabulated widths are therefore results of the model, not predictions of measured widths.

In a Raman measurement the laser may also heat the sample. A rise of 30 K from 300 K widens the model line by 7.9%, comparable to the effect of an unequal split. The local temperature must therefore be known before a difference of this size is assigned to the decay channel.

For a calculation, the decision is now conditional. Suppose first that the optical mode lies at the top of the phonon spectrum, that frequencies and force constants change little with temperature, and that the quartic contribution is small at the highest temperature of interest. If the zero-temperature sum shows that almost all of the width comes from equal or nearly equal pairs, one sum and the factor $1+2n(\Omega/2)$ are a good approximation. If unequal pairs matter, the sum should be resolved by the frequencies of the two phonons, and each part multiplied by its own $1+n_1+n_2$.

If the crystal has phonons of higher frequency, another cubic process may be possible: the optical phonon absorbs a thermal phonon of frequency $\omega_1$ and creates one of frequency $\omega_2=\Omega+\omega_1$. Loss minus gain then gives the factor $n_1(n_2+1)-(n_1+1)n_2=n_1-n_2$. It vanishes at zero temperature, so the zero-temperature sum cannot reveal this process, and a separate sum is needed.
